Holstein-Primakoff theory of the square-lattice Heisenberg antiferromagnet

**Result**

Spins of length S sit on a square lattice of N sites with spacing a, and nearest neighbours are coupled by H = J Σ S_i·S_j, with J > 0 and each bond counted once. Units have ħ = 1. An expansion in 1/S about the Néel state, in which neighbouring spins point oppositely, gives at zero temperature

m = S − Δ + O(1/S²),  Δ = 0.197  (1)

E/N = −2J(S + r/2)² + O(1/S),  r = 0.158  (2)

ω_k = 4JSZ √(1 − γ_k²),  Z = 1 + r/(2S)  (3)

Here m is the staggered moment per site, ω_k is the spin-wave (magnon) energy, and γ_k = (cos k_x a + cos k_y a)/2. The long-wave velocity is c = 2√2 JSaZ. For S = 1/2 the Oguchi factor Z is 1.158. It is the first 1/S correction evaluated at S = 1/2, not an exact number. In one dimension the same theory gives a Δ that diverges logarithmically for every S.

**From spins to bosons**

Divide the lattice into sublattices A (up) and B (down), so that every bond joins an A site to a B site. Let z be the number of neighbours, 4 for the square lattice and 2 for the chain. Bosons a and b count the deviations from the Néel state:

A: S^z = S − a†a,  S⁺ = √(2S − a†a) a
B: S^z = −S + b†b,  S⁻ = √(2S − b†b) b  (4)

The remaining operators are the Hermitian conjugates. To check the algebra on A, write ν = a†a and use a†f(ν)a = νf(ν−1). Then S⁺S⁻ = (2S−ν)(ν+1) and S⁻S⁺ = ν(2S−ν+1). Their difference is 2S − 2ν = 2S^z, as required.

A site holds at most 2S bosons, and the square root enforces this limit. Expanding the root,

√(2S − ν) = √(2S) [1 − ν/(4S) + …],

gives up strict enforcement and assumes that the boson density is small compared with 2S. Inserting the expansion in S_i·S_j = S_i^z S_j^z + ½(S_i⁺S_j⁻ + S_i⁻S_j⁺) gives, for one bond,

S_i·S_j = −S² + S(a†a + b†b + ab + a†b†) − Q + O(1/S)  (5)

Q = a†a b†b + ¼(a†aab + ab†bb + h.c.)  (6)

The first term of Q comes from (S − a†a)(−S + b†b), the others from the expanded roots. No cubic terms appear, because the ordered moments are collinear.

It is useful to add a staggered field of strength hS, through the term −hS(Σ_A S^z − Σ_B S^z). It both regulates the theory and measures the moment. In bosons it reads −hS²N + hS(Σ a†a + Σ b†b). The factor S in the field strength makes its boson part the same order as the quadratic exchange. Define η = h/(zJ); the zero-field results follow as η → 0.

**Linear spin waves**

Each sublattice has N/2 sites. Fourier transform with

a_i = √(2/N) Σ_k e^{ik·r_i} a_k,  b_j = √(2/N) Σ_k e^{−ik·r_j} b_k,

where k takes N/2 values in the magnetic zone. The sum of a_i b_j over bonds becomes z Σ γ_k a_k b_k, and the quadratic part of H is

H₂ = zJS Σ_k [(1+η)(a†a + b†b) + γ(ab + a†b†)]  (7)

with the index k understood. Set a = uα − vβ† and b = uβ − vα†, with u and v real. The new operators are bosons if u² − v² = 1. Multiplying out,

a†a + b†b = (u²+v²)(α†α + β†β) + 2v² − 2uv(αβ + α†β†)
ab + a†b† = −2uv(α†α + β†β + 1) + (u²+v²)(αβ + α†β†)  (8)

The pair terms αβ cancel in (7) if 2uv(1+η) = γ(u²+v²). Together with u² − v² = 1 this gives

u² + v² = (1+η)/s,  2uv = γ/s,  s = √((1+η)² − γ²)  (9)

The coefficient of α†α + β†β in the bracket of (7) is then [(1+η)² − γ²]/s = s. The constant is 2v²(1+η) − 2uvγ = s − (1+η). Hence

H₂ = zJS Σ_k [s(α†α + β†β) + s − (1+η)]  (10)

There are two degenerate magnon branches of energy zJSs. At η = 0, s becomes ε = √(1 − γ²).

Let ⟨…⟩ around a function of k denote its zone average. The averages needed are of even functions of γ. Since γ changes sign when k shifts by Q = (π/a, π/a), or by π/a in the chain, the magnetic zone and the full zone give the same result. In the magnon vacuum, (8) and (9) give the boson density n and the bond amplitude g:

n = ⟨v²⟩ = ½(⟨(1+η)/s⟩ − 1)
g = (vacuum value of a_i b_j on a bond) = −⟨γuv⟩ = −½⟨γ²/s⟩  (11)

The factor γ in g comes from averaging the phase over the equivalent bonds. The two quantities enter the energy through their sum. At η = 0,

n + g = ½⟨(1 − γ²)/ε⟩ − ½ = −r/2,  r = 1 − ⟨ε⟩  (12)

The quadratic theory therefore gives Δ = ½(⟨1/ε⟩ − 1). From (10), its energy per site is −(z/2)J(S² + rS). Zero-point motion lowers the energy below the classical value −(z/2)JS², because the Néel state is not an eigenstate of H.

**The two zone integrals**

On the square lattice put p = (k_x + k_y)a/2 and q = (k_x − k_y)a/2. Then γ = cos p cos q. When p and q each run independently over 2π, they cover the zone uniformly, twice. By symmetry the range 0 to π/2 suffices for each. Define the complete elliptic integrals with parameter M as

K(M) = ∫₀^{π/2} dq/√(1 − M cos²q),  E(M) = ∫₀^{π/2} dq √(1 − M cos²q).

Then

⟨1/ε⟩ = (2/π)² ∫₀^{π/2} K(cos²p) dp = 1.3932
⟨ε⟩ = (2/π)² ∫₀^{π/2} E(cos²p) dp = 0.8421  (13)

So Δ = ½(1.3932 − 1) = 0.1966 and r = 0.1579. The first integral converges although 1/ε diverges at k = 0 and k = Q: near these points ε is proportional to the distance in k, and the area element k dk cancels the divergence.

**The quartic term and the ground energy**

To order S⁰ the energy needs the vacuum value of Q. The vacuum is Gaussian, so Wick's theorem applies. The total S^z is Σ b†b − Σ a†a, and the vacuum conserves it. The contractions of aa, bb and a†b change it and therefore vanish, which leaves n and g:

a†a b†b → n² + g²
a†aab → 2ng,  ab†bb → 2ng  (14)

The Hermitian conjugates double the last two contributions, so the vacuum value of Q is n² + g² + ¼·8ng = (n+g)². The quadratic exchange contributes 2S(n+g). The energy of a bond at η = 0 is thus

J[−S² + 2S(n+g) − (n+g)²] = −J(S − n − g)² = −J(S + r/2)²  (15)

There are two bonds per site, which proves (2). The omitted terms are of order 1/S. They are the first-order effect of the sixth-order boson terms and the second-order effect of Q, whose squared matrix elements are of order S⁰ while the energy denominators are of order S.

For S = 1/2 the energy per site is −0.5 J classically, −0.658 J in linear theory and −0.670 J with the quartic term.

**The velocity factor**

For a magnon, contract one pair of operators in each product of Q and keep the other pair:

a†a b†b → n(a†a + b†b) + g(ab + a†b†)
a†aab → 2n ab + 2g a†a
ab†bb → 2n ab + 2g b†b  (16)

Add the conjugates of the last two lines and multiply by ¼. They give n(ab + a†b†) + g(a†a + b†b). The whole quadratic part of Q is therefore

(n+g)(a†a + b†b + ab + a†b†)  (17)

This is the same combination that S multiplies in (5). The interaction replaces S by S − (n+g) = S + r/2 in the exchange part of H₂. At zero field this leaves the Bogoliubov transformation unchanged and multiplies all magnon energies by Z = 1 + r/(2S). The remaining, normal-ordered part of Q does not shift a single magnon in first order; its second-order effect is of relative order 1/S². This proves (3).

The factor exceeds one because n + g is negative. The bond amplitude g, which describes correlated fluctuations of neighbouring spins, outweighs the loss of moment n. The zeros of ω at k = 0 and k = Q survive, as they should: a uniform rotation of the ordered state costs no energy.

For small k, γ ≈ 1 − k²a²/4, so ε² = (1−γ)(1+γ) ≈ k²a²/2. Then

ω ≈ 4JSZ ka/√2 = ck,  c = 2√2 JSaZ  (18)

**Why the moment has no 1/S correction**

The field term has the expectation value −hSNm, so m = −(1/NS) ∂E/∂h. Equations (10) and (14) give, in a field,

E/N = −(z/2)JS² − hS² + (zJS/2)(⟨s⟩ − 1 − η) − (z/2)J(n+g)²  (19)

Since ∂/∂h = (1/zJ) ∂/∂η and ∂s/∂η = (1+η)/s, differentiation yields

m = S − n + (1/S)(n+g) d(n+g)/dη  (20)

From (11), n + g = ½⟨(1+η−γ²)/s⟩ − ½. Its derivative contains the numerator s² − (1+η)(1+η−γ²) = ηγ², so

d(n+g)/dη = ½η⟨γ²/s³⟩  (21)

For small η the average comes mainly from the neighbourhoods of k = 0 and k = Q, where γ² ≈ 1 and s² ≈ 2η + x²/2, with x = a times the distance from the point. Each contributes

(1/2π) ∫₀^∞ x dx (2η + x²/2)^{−3/2} = 1/(π√(2η)).

The two together give (21) the leading small-η value √(η/2)/π, which vanishes with the field. The 1/S term in (20) therefore drops out, which gives (1), provided the coefficient of 1/S², not computed here, stays finite as the field is removed. The order of limits matters: the lattice is made infinite and the 1/S expansion is carried out first, and the field is removed afterwards.

For S = 1/2 the moment is 0.303, or 61% of its classical value. The reduction is a large fraction of S, so this case relies on the next terms of the series being small, which the derivation does not guarantee.

**One dimension**

For the chain γ = cos ka and ε = |sin ka|. Now ⟨1/ε⟩ contains ∫dk/k at both zeros of ε, with no factor k from the measure. With the field as regulator, (11) becomes

Δ(η) = K(M)/π − ½,  M = 1/(1+η)²  (22)

To find the behaviour at small η, let μ = 1 − M ≈ 2η and write 1 − M cos²q = sin²q + μ cos²q. Split the integral K at a point δ with √μ ≪ δ ≪ 1. The lower part is ∫₀^δ dq/√(q²+μ) ≈ ln(2δ/√μ). The upper part is ∫_δ^{π/2} dq/sin q = ln cot(δ/2) ≈ ln(2/δ). The sum is ln(4/√μ), independent of δ, so

Δ(η) ≈ (1/2π) ln(8/η) − ½  (23)

For S = 1/2, Δ reaches S at η = 0.0158; the logarithmic law estimates 0.0149. For larger S the crossing moves to an exponentially smaller field, η ≈ 8 exp[−2π(S + ½)], but it is always there.

A finite chain of L sites shows the same divergence without a field. Its wave numbers are multiples of 2π/(La), and the two zero modes are left out. The reduction is Δ_L = (1/2L) Σ_k (1/ε − 1). Near each zero ε ≈ 2π|j|/L with j = ±1, ±2, …; the two signs of j cancel the factor ½, so each zero contributes (1/L) Σ L/(2πj) over positive j up to order L, which grows as (1/2π) ln L. The two zeros together give

Δ_L ≈ (1/π) ln L + constant  (24)

The sums give 0.80, 1.52 and 2.25 for L = 100, 1000 and 10,000. A spin-1/2 chain of 100 sites already has a computed reduction larger than S, so the assumption of a small boson density has failed. This shows that the expansion about Néel order is inconsistent for the infinite chain. By itself it is not a rigorous proof that order is absent.

The energy remains finite, because it contains ε and not 1/ε. With ⟨|sin ka|⟩ = 2/π, r = 0.363, and linear theory gives −J(S² + rS) = −0.432 J per site for S = 1/2.

**Numerical check and example**

The numerical check tests the quartic algebra on rings of six spins with h = J. Exact diagonalization for S from 2 to 4, extrapolated in 1/S, gives an order-S⁰ energy of −0.1027 J, in agreement with −3zJ(n+g)² for that ring. The shifts of two magnon energies, the moment reduction and its 1/S coefficient also agree.

These rings test the coefficients of the series, not its accuracy at small S. For a rough look at that, take a periodic 4×4 cluster with S = 1/2 and no field. Exact diagonalization gives −0.702 J per site. On the same cluster linear theory gives −0.692 J, an error of 1.4%. Inserting the cluster's r in (15) gives −0.710 J, but this is not the order-S⁰ energy of the cluster. Without a field a finite cluster has modes of zero energy at k = 0 and k = Q, for which the Gaussian vacuum used in (14) does not exist. A ring of four spins shows the effect exactly. There H = J S_A·S_B, where S_A and S_B are the sublattice spins, of length 2S in the ground state, so the energy is −2S(2S+1)J = −J(4S² + 2S). Equation (15) with r = ½ on four bonds gives −J(4S² + 2S + ¼). The terms of order S² and S agree and the term of order S⁰ does not. The value −0.710 J therefore does not measure the accuracy of the quartic term on the infinite lattice.

As an example with round model parameters, take S = 1/2, J = 0.1 eV and a = 4 Å on the infinite square lattice. The numbers below are those of (2) and (3) with all higher terms in 1/S left out; the size of those terms at S = 1/2 has not been estimated here, so the last digits belong to the truncated series, not to the exact model.

- Ground energy per site: −0.6704 × 0.1 eV = −0.0670 eV.
- Top of the magnon band, which to this order in 1/S lies along the whole line γ = 0: 4JSZ = 0.2 eV × 1.158 = 0.232 eV.
- Velocity: ħc = √2 × 0.1 eV × 4 Å × 1.158 = 0.655 eV Å. Division by ħ gives c ≈ 1.00 × 10⁵ m/s.

Computed values

```
SQUARE LATTICE
<1/eps> = 1.393204
<eps> = 0.842053
r = 1-<eps> = 0.157947
moment reduction Delta = 0.196602
Delta from extrapolated lattice sums = 0.196602
moment for S=1/2 = 0.3034
moment as fraction of S=1/2 = 0.6068
velocity factor Z for S=1/2 = 1.157947
energy/site, classical = -0.5000 J
energy/site, linear theory = -0.65795 J
energy/site, with quartic term = -0.67042 J
bare velocity, S=1/2 = 1.41421 J a
corrected velocity, S=1/2 = 1.63758 J a
secant of n+g, eta=1e-2 = 0.01297
secant of n+g, eta=1e-4 = 0.00148
SIX-SITE RING, h=1: theory | exact, extrapolated in 1/S
order-S^0 energy (J) = -0.10271 | -0.10271
magnon shift gamma=1 (J) = 0.11702 | 0.11702
magnon shift gamma=1/2 (J) = 0.23129 | 0.23129
moment reduction = 0.07716 | 0.07716
its 1/S coefficient = 0.00973 | 0.00973
4x4 TORUS, S=1/2, energy per site
exact diagonalization = -0.70178 J
linear theory, same torus = -0.69199 J
with quartic term, same torus = -0.71042 J
CHAIN
Delta, L=100 sites = 0.7952
Delta, L=1000 sites = 1.5192
Delta, L=10000 sites = 2.2512
growth per unit ln L = 0.31792
1/pi = 0.31831
eta at which Delta=1/2 = 0.01581
log-law estimate of that eta = 0.01494
r of the chain = 0.36338
chain energy/site, linear, S=1/2 = -0.43169 J
WORKED EXAMPLE, S=1/2
J = 0.100 eV
a = 4.000 angstrom
energy/site with quartic term = -0.06704 eV
top of magnon band, bare = 0.2000 eV
top of magnon band, corrected = 0.2316 eV
hbar*velocity, bare = 0.5657 eV angstrom
hbar*velocity, corrected = 0.6550 eV angstrom
velocity, corrected = 9.9517e+04 m/s
```
